# Why confinement slows hole-driven dissolution of thin pore walls

## Definitions and conventions

When silicon is etched anodically in hydrofluoric acid, dissolution consumes holes. Under some etching conditions, pores deepen while the walls between them survive at a thickness of a few nanometres. The question is how far quantum confinement alone can starve such a wall of holes.

The wall is a slab of thickness $w$, joined along its foot to bulk semiconductor. The junction is called the mouth. Axis $x$ points from the mouth into the wall, $y$ runs along the mouth, and $z$ runs across the wall. Hole energy $E$ is counted positive downward from the bulk valence-band top, so a confined hole has a higher energy.

The model has one parabolic, isotropic hole band of mass $m$. The wall faces are at first impenetrable, and the electrostatic potential is the same in the wall and at the mouth. Holes arriving from the bulk have a dilute thermal distribution, $f=e^{(\mu-E)/k_BT}\ll1$. Silicon has several warped valence bands, so this is a model of the mechanism, not a description of its band structure.

Three quantities recur:

$$E_1=\frac{\pi^2\hbar^2}{2mw^2},\qquad \lambda=\frac{h}{\sqrt{2\pi mk_BT}},\qquad \xi=\frac{E_1}{k_BT}.$$

Since $\lambda^2=2\pi\hbar^2/(mk_BT)$, we have $\hbar^2/(mk_BT)=\lambda^2/(2\pi)$, and therefore

$$\xi=\frac{\pi^2}{2w^2}\,\frac{\lambda^2}{2\pi}=\frac{\pi\lambda^2}{4w^2}.$$

The numerical example uses round parameters: $m=0.2$ electron masses and $T=300$ K. Then $k_BT=0.02585$ eV and $\lambda=9.62$ nm, so a wall of a few nanometres is thinner than the thermal wavelength. This mass is light for silicon. The heavy-hole masses that set the lowest level of a thin silicon wall are about 0.28, 0.57 and 0.72 for confinement along [001], [011] and [111]. Inserted into the isotropic formulas below, they raise the entry factor of a 3 nm wall from about $10^{-3}$ to about $8\times10^{-3}$, 0.11 and 0.18, so the numbers of the example are favourable to confinement.

## First contribution: the raised energy

The wave function must vanish at both faces, so $n$ half-waves fit across the wall and the transverse wave number is $n\pi/w$. Motion along $x$ and $y$ stays free:

$$E=E_n+\frac{\hbar^2(k_x^2+k_y^2)}{2m},\qquad E_n=n^2E_1,\quad n=1,2,\dots$$

A hole that travels far into the wall must bring at least $E_1$. At $w=3$ nm this is 0.209 eV, or $\xi=8.08$, and the Boltzmann factor is $e^{-\xi}=3.1\times10^{-4}$. This is the largest single contribution, but it is not yet the flux ratio.

## Second contribution: the number of entry states

Suppose every state moving into the wall is filled according to $f$. With spin factor 2, subband $n$ carries, per unit length of mouth,

$$\Phi_n=2\int_{k_x>0}\frac{dk_x\,dk_y}{(2\pi)^2}\,\frac{\hbar k_x}{m}\,f .$$

The two integrals are

$$\int_0^\infty dk_x\,\frac{\hbar k_x}{m}\,e^{-\hbar^2k_x^2/2mk_BT}=\frac{k_BT}{\hbar},$$

$$\int_{-\infty}^{\infty}dk_y\,e^{-\hbar^2k_y^2/2mk_BT}=\frac{\sqrt{2\pi mk_BT}}{\hbar}=\frac{2\pi}{\lambda}.$$

The first contains no mass, because the velocity cancels the one-dimensional density of states. Hence

$$\Phi_n=\frac{2}{4\pi^2}\,\frac{k_BT}{\hbar}\,\frac{2\pi}{\lambda}\,e^{(\mu-E_n)/k_BT}=\frac{k_BT}{\pi\hbar\lambda}\,e^{(\mu-E_n)/k_BT}.$$

In the bulk, $k_z$ is also continuous. The one-sided flux per unit area therefore has a second Gaussian integral and one more factor $1/(2\pi)$:

$$j_0=\frac{2}{8\pi^3}\,\frac{k_BT}{\hbar}\left(\frac{2\pi}{\lambda}\right)^2e^{\mu/k_BT}=\frac{k_BT}{\pi\hbar\lambda^2}\,e^{\mu/k_BT}.$$

Without confinement, a mouth of width $w$ would receive $wj_0$ per unit length. The ratio is the entry factor

$$R(w)=\frac{\sum_n\Phi_n}{wj_0}=\frac{\lambda}{w}\sum_{n=1}^{\infty}e^{-n^2\xi}.$$

The prefactor compares numbers of transverse states. A thin wall offers one low-lying transverse state, whereas the bulk offers about $w/\lambda$ thermally accessible ones over the same width.

| $w$ (nm) | $\xi$ | $e^{-\xi}$ | $R$ |
|---|---|---|---|
| 2 | 18.2 | $1.3\times10^{-8}$ | $6.1\times10^{-8}$ |
| 3 | 8.08 | $3.1\times10^{-4}$ | $9.9\times10^{-4}$ |
| 4 | 4.55 | 0.011 | 0.026 |
| 8 | 1.14 | 0.32 | 0.40 |
| 30 | 0.08 | 0.92 | 0.84 |

At 3 nm the prefactor is $9.62/3=3.2$, so the Boltzmann factor alone overstates the suppression. At 30 nm it understates it. Flux integrals with Fermi occupation and levels from a discretized wall reproduce $R$ at 2, 3, 4 and 8 nm.

### Thin and thick limits

For $\xi\gg1$ only $n=1$ matters, and $R\simeq(\lambda/w)e^{-\xi}$. For a thick wall many terms contribute, and Poisson's summation formula is the better tool:

$$\sum_{n=-\infty}^{\infty}e^{-\pi an^2}=\frac{1}{\sqrt a}\sum_{k=-\infty}^{\infty}e^{-\pi k^2/a}.$$

Set $s=\lambda/w$ and $a=s^2/4$, so that $\pi a=\xi$. Removing the $n=0$ term and halving the rest gives

$$\sum_{n\ge1}e^{-n^2\xi}=\frac12\left[\frac2s\Big(1+2\sum_{k\ge1}e^{-4\pi k^2/s^2}\Big)-1\right],$$

and multiplication by $s$ gives

$$R=1-\frac{\lambda}{2w}+2\sum_{k\ge1}e^{-4\pi k^2w^2/\lambda^2}.$$

For $w\gg\lambda$ the flux $wj_0R$ is that of a mouth narrowed by $\lambda/2$, or $\lambda/4$ at each face. The loss in a thick wall is thus a mild surface effect; the exponential suppression belongs to $w\ll\lambda$.

$R$ rises steadily with $w$. In the original sum, $dR/ds=\sum_n(1-\tfrac12\pi n^2s^2)e^{-\pi n^2s^2/4}$, and every term is negative once $s>\sqrt{2/\pi}\approx0.80$. For smaller $s$ the Poisson form gives $dR/ds=-\tfrac12+\sum_k(16\pi k^2/s^3)e^{-4\pi k^2/s^2}$. There the positive terms grow with $s$, yet total less than $10^{-6}$ at $s=0.8$. So $dR/ds<0$ throughout, and $R$ increases with $w=\lambda/s$.

## Third contribution: reflection at the mouth

The count assumed perfect filling of the wall's incoming states. In fact some holes are reflected where the bulk narrows into the wall. At fixed energy all bulk states arriving at the mouth have the same occupation $f$. Conservation of probability, applied to the scattering matrix, limits the transmission summed over all arriving states to at most one for each open wall subband. Thus $R$ is an upper bound on the over-threshold entry factor. Holes returning from the wall can only lower the net flux further.

The size of the reduction was found from a lattice scattering calculation in which a region eight times as wide as the wall opens abruptly into it. For $\xi=8$ the thermally averaged transmission is 0.74. Reflection therefore matters far less than the thousandfold suppression at 3 nm.

## Fourth contribution: tunnelling near the foot

A hole below threshold still penetrates some distance. Let $E$ now denote its energy in $x$ and $z$ alone, since motion along $y$ is unaffected. In the lowest subband $\hbar^2k_x^2/2m=E-E_1<0$, so $k_x=i\kappa$ with

$$\kappa^2=\frac{\pi^2}{w^2}-\frac{2mE}{\hbar^2}.$$

The probability decays as $e^{-2\kappa L}$ over a length $L$. Write $u=(E_1-E)/k_BT$, so that $\kappa=(\pi/w)\sqrt{u/\xi}$. Apart from prefactors, the weight of such a hole relative to one at threshold is

$$\exp\left(u-\frac{2\pi L}{w}\sqrt{\frac u\xi}\right),\qquad 0<u<\xi .$$

The exponent is a convex parabola in $\sqrt u$, so its largest value lies at an end of the range. At $u=0$ it is zero, but the range of $u$ near that end that matters shrinks as $1/L^2$. At $u=\xi$, for the slowest and most numerous holes, it is $\xi-2\pi L/w$. This changes sign at the foot depth

$$\ell_f=\frac{w\xi}{2\pi}=\frac{wE_1}{2\pi k_BT}.$$

For $w=3$ nm, $\ell_f=3\times8.08/(2\pi)=3.9$ nm. In the lattice calculation with $\xi=8$, for a wall joining two wide regions, the tunnelling flux is comparable with the over-threshold flux into an endless wall at one foot depth, about 0.05 times as large at two and 0.01 times at three. This through-flux falls roughly as $1/L^4$, faster than the range of $u$ alone. The density of below-threshold holes at depth $L$ in an endless wall, which bears more directly on attack at the faces, falls only as $1/L^2$ at large depth. In the lowest subband it is about 0.8, 0.12 and 0.05 of the over-threshold density at one, two and three foot depths. Confinement thus protects a long wall beyond its foot. It does not protect the foot itself, and whether attack there could sever the wall lies outside this model.

## From hole entry to thinning

Let $g$ holes remove one atom of volume $\Omega$, and let all entering holes be consumed evenly over a wall height $H\gg\ell_f$. Per unit length of mouth, $wj_0R$ holes enter per second and remove a volume $(\Omega/g)wj_0R$. The wall's volume per unit length is $Hw$, so

$$H\frac{dw}{dt}=-\frac{\Omega}{g}\,wj_0R
\quad\Longrightarrow\quad
\frac{dw}{dt}=-\frac{w}{\tau}R(w),\qquad \tau=\frac{gH}{\Omega j_0}.$$

Both faces are included, because $w$ is the full thickness. With $R$ at its upper bound, this is the fastest thinning allowed by over-threshold entry for the stated $j_0$ and $H$. A wall of the same model that also reflects or returns some holes, starting at the same thickness, stays at least as thick: whenever the two thicknesses coincide, it is thinning no faster. The bound does not cover tunnelling, softer faces or a potential that attracts holes.

Take $g=2$, $\Omega=0.02$ nm³, $H=100$ nm and an offered flux equivalent to 10 mA/cm², or $j_0=624$ holes nm⁻² s⁻¹. A pore tip that consumes this flux advances at $\Omega j_0/g=0.02\times624/2=6.24$ nm/s, so $\tau=100/6.24=16.0$ s. This is the time in which the tip deepens by one wall height. The height $H$ over which holes are consumed is nevertheless held fixed below, so the results describe a wall of constant height, not a steadily deepening pore. If $H$ instead grew from 100 nm at the tip speed, thinning would be slower, and a wall starting at 8 nm would still be about 4.4 nm thick after 1000 s.

The chosen flux also implies a mouth where holes are scarce. For the thermal distribution assumed here, it corresponds to only about $10^{10}$ holes per cm³. A mouth with $10^{15}$ holes per cm³, as in lightly doped p-type silicon at flat potential, would offer about $10^5$ times more, and the same equations would then give about 1.9 nm after 1000 s. That one-sided thermal flux is equivalent to about $10^3$ A/cm², far above anodizing currents, so $\tau$ is then no longer the time in which a pore tip deepens by one wall height.

### The control case: no confinement

Setting $R=1$ gives $w=w_0e^{-t/\tau}$. A wall of 8 nm is down to 4.3 nm after 10 s. After 100 s the formula gives 0.016 nm, less than an atomic spacing: the wall is gone.

### With confinement

In the thin regime $wR=\lambda e^{-\xi}$, so $dw/dt=-(\lambda/\tau)e^{-\xi}$. From $\xi=\pi\lambda^2/(4w^2)$ we have

$$w=\frac{\sqrt\pi\,\lambda}{2}\,\xi^{-1/2},\qquad dw=-\frac{\sqrt\pi\,\lambda}{4}\,\xi^{-3/2}\,d\xi .$$

Substitution cancels $\lambda$ and the minus signs:

$$\frac{\sqrt\pi}{4}\,\xi^{-3/2}e^{\xi}\,d\xi=\frac{dt}{\tau}.$$

Integration by parts gives

$$\int\xi^{-3/2}e^\xi d\xi=-2\xi^{-1/2}e^\xi+2\int\xi^{-1/2}e^\xi d\xi .$$

With $\xi=p^2$, the last integral becomes $2\int e^{p^2}dp=\sqrt\pi\,\mathrm{erfi}(\sqrt\xi)$, where $\mathrm{erfi}(v)=(2/\sqrt\pi)\int_0^v e^{p^2}dp$. Therefore

$$\frac t\tau=G(\xi)-G(\xi_0),\qquad G(\xi)=\frac{\sqrt\pi}{2}\left[\sqrt\pi\,\mathrm{erfi}(\sqrt\xi)-\frac{e^\xi}{\sqrt\xi}\right],$$

where $\xi_0$ is the initial value. At late times $\xi$ is large. Integrating by parts the other way gives $G\simeq(\sqrt\pi/4)\xi^{-3/2}e^\xi$, with a relative correction of order $3/(2\xi)$. Dropping $G(\xi_0)$ and taking logarithms,

$$\xi\simeq\ln\frac{4t}{\sqrt\pi\,\tau}+\frac32\ln\xi .$$

The barrier grows logarithmically with time, and the thickness falls as $w=(\lambda/2)\sqrt{\pi/\xi}$. At $t/\tau=10^8$ this law gives $\xi=24.0$, against 23.9 from $G$. At 1000 s in the example, the first correction, $3/(2\xi)$, is still about 19% of the leading term, so the full rate equation is used for the numbers:

| Time (s) | $w$ from 8 nm | $w$ from 6 nm |
|---|---|---|
| 10 | 6.51 nm | 5.38 nm |
| 100 | 4.04 nm | 3.94 nm |
| 1000 | 3.06 nm | 3.06 nm |
| 10000 | 2.62 nm | 2.62 nm |

At 1000 s, $E_1=0.20$ eV, or $7.75\,k_BT$, and $R=1.36\times10^{-3}$. The wall thins at $(3.064/16.02)\times1.36\times10^{-3}=2.6\times10^{-4}$ nm/s, whereas an unconfined wall of equal thickness would thin at 0.19 nm/s.

This is kinetic arrest, not a final thickness. In the model $R$ is positive for every $w>0$, so thinning never stops. Any attack that needs no holes sets a further limit. If it thins the wall by more than $2.6\times10^{-4}$ nm/s, both faces together, it already dominates at 1000 s, and confinement cannot restrain it.

### What fixes the thickness

The function $G$ contains no mass. For a given $t/\tau$, time selects the energy barrier in units of $k_BT$, apart from the fading influence of $\xi_0$. The mass then converts that barrier into a thickness proportional to $m^{-1/2}$. Doubling the mass at fixed $j_0$ gives 2.17 nm at 1000 s, in agreement with $3.064/\sqrt2=2.17$ nm.

### Why unequal walls become alike

Write $dw/dt=-F(w)$ with $F=wR/\tau$. Two uniform walls that differ by a small $\delta w$ obey $d\ln\delta w/dt=-F'(w)$. Along the motion, $dF/dt=F'(w)\,dw/dt=-F'F$, so $d\ln F/dt=-F'(w)$ as well. The ratio $\delta w/F$ is therefore constant:

$$\frac{\delta w(t)}{\delta w(0)}=\frac{[wR(w)]_t}{[wR(w)]_0}.$$

Starting from 6 nm, a small difference falls to 7% of its initial value in 100 s, while the thickness itself falls only to 66%. Without confinement both would fall by the same factor, and the relative difference would persist. The thicker wall receives more holes and catches up. This compares separate uniform walls; roughness within one wall is a different problem.

## Fifth contribution: softness of the faces

A barrier of finite height $V$ lets the hole spill out of the wall. Assume the same mass outside. The lowest state is $\cos kz$ inside and decays as $e^{-q|z|}$ outside, with $q^2=k_V^2-k^2$ and $k_V=\sqrt{2mV}/\hbar$. Continuity of the wave function and its slope at $z=w/2$ requires $k\tan(kw/2)=q$. Then $1+\tan^2(kw/2)=k_V^2/k^2$, so

$$\cos\frac{kw}{2}=\frac{k}{k_V}\quad\Longrightarrow\quad \frac{kw}{2}=\frac\pi2-\arcsin\frac{k}{k_V}.$$

For $k\ll k_V$ the arcsine is nearly its argument. With the spill length $\delta=1/k_V$, this gives $k(w+2\delta)\simeq\pi$ and

$$E_1\simeq\frac{\pi^2\hbar^2}{2m(w+2\delta)^2}.$$

For $V=3$ eV, $\delta=0.25$ nm. At $w=3$ nm the energy drops from 0.209 to 0.153 eV, and $R$ rises from $9.9\times10^{-4}$ to $8.7\times10^{-3}$, nearly ninefold. Even a barrier of 3 eV is therefore far from hard for this purpose. The assumption of equal masses matters too: with the free-electron mass outside, and the slope divided by the mass continuous at the face, $E_1$ falls to 0.113 eV and $R$ rises to about 0.04.

The effect on the arrested wall is gentler. In the thin regime $dw/dt=-(\lambda/\tau)e^{-\xi}$ now holds with $w+2\delta$ in place of $w$ inside $\xi$. So $w+2\delta$ follows the hard-wall law, and the late thickness falls by about $2\delta=0.50$ nm. The full calculation gives 2.56 nm at 1000 s instead of 3.06 nm.

## Weighing the contributions

The logarithm of the flux is a common scale, since one unit corresponds to a shift of $k_BT$ in the barrier. For a 3 nm wall:

| Contribution | Change in $\ln(\text{flux})$ |
|---|---|
| raised energy, hard faces | $-8.1$ |
| number of entry states | $+1.2$ |
| reflection at the mouth ($\xi=8$) | $-0.3$ |
| tunnelling, three foot depths ($\xi=8$) | about $+0.01$ (through-flux), $+0.05$ (density) |
| finite barrier, 3 eV | $+2.2$ |

The raised energy dominates. The softness of the faces is the largest correction, and it acts against the suppression.

The arrested thickness responds weakly to uncertain rates, because $j_0$, $\Omega$, $g$ and $H$ enter only through $t/\tau$. A tenfold larger supply at 1000 s is equivalent to waiting 10000 s, which gives 2.62 nm; a tenfold smaller one gives 4.04 nm. Reflection, as a constant factor 0.74, shortens the effective time and leaves the wall thicker by about $t\,|dw/dt|\,|\ln0.74|=0.26\times0.30\approx0.08$ nm.

The assumption of flat potential is more delicate. If the wall's potential lowers the hole energy by $U<E_1$, all thresholds fall by $U$ and the over-threshold flux bound grows by $e^{U/k_BT}$. At 300 K, $U=k_BT\ln10=0.06$ eV is enough for a factor of ten. Once $U$ approaches $E_1$, the thermal barrier is gone and the wall is open to holes. A potential of the opposite sign, for example from space charge, would add to the protection and could deplete walls too thick for confinement to matter.

Image charges, surface traps, roughness and non-parabolic bands are also left out, and at 3 nm they may shift the barrier by amounts that matter. The example therefore shows how, in this model, a scarce supply of holes and a fixed wall height lead to a thickness of a few nanometres and a slow, logarithmic approach to ever thinner walls. It does not predict the thickness of real silicon walls, nor does it show that confinement alone causes their survival. The remaining values are in the numerical output below, where $\xi$ is labelled x.

## Calculated quantities

```
hole mass = 0.2 electron masses
temperature = 300 K, kT = 0.02585 eV
hbar^2/(2m) = 0.19050 eV nm^2
thermal wavelength = 9.623 nm
thickness nm | E1 eV | E1/kT | exp(-E1/kT) | R
  2.0 | 0.4700 | 18.182 | 1.270e-08 | 6.109e-08
  3.0 | 0.2089 | 8.081 | 3.094e-04 | 9.925e-04
  4.0 | 0.1175 | 4.545 | 1.062e-02 | 2.554e-02
  6.0 | 0.0522 | 2.020 | 1.326e-01 | 2.132e-01
  8.0 | 0.0294 | 1.136 | 3.210e-01 | 3.989e-01
 12.0 | 0.0131 | 0.505 | 6.035e-01 | 5.990e-01
 30.0 | 0.0021 | 0.081 | 9.224e-01 | 8.396e-01
R at 3 nm from flux integrals = 9.925e-04
lattice test: E1/kT = 8.0
mean transmission at mouth = 0.736
decay constant, lattice/formula = 0.9966
tunnel/over-threshold flux at 1 foot depths = 1.032
tunnel/over-threshold flux at 2 foot depths = 0.049
tunnel/over-threshold flux at 3 foot depths = 0.010
foot depth of 3 nm wall = 3.86 nm
offered current = 10 mA/cm^2
offered flux j0 = 624.2 holes/(nm^2 s)
holes per atom = 2
atom volume = 0.02 nm^3
wall height = 100 nm
pore tip speed = 6.242 nm/s, tau = 16.02 s
time s | w from 8 nm | w from 6 nm | closed form (nm)
10 | 6.511 | 5.376 | 6.528
100 | 4.037 | 3.941 | 4.038
1000 | 3.064 | 3.060 | 3.064
10000 | 2.618 | 2.617 | 2.618
no confinement: w at 10 s = 4.286 nm
no confinement: w at 100 s = 0.0156 nm
E1 at 1000 s = 0.2002 eV = 7.75 kT
R at 1000 s = 1.359e-03
thinning rate at 1000 s = 2.60e-04 nm/s
t/tau = 1e8: x closed = 23.929, x log law = 24.002
gap shrink 6 nm, 100 s: numerical = 6.9437e-02
gap shrink 6 nm, 100 s: formula = 6.9615e-02
mass 0.4: w at 1000 s = 2.169 nm
barrier = 3 eV, spill length = 0.252 nm
3 nm, finite barrier: E1 = 0.1528 eV
3 nm, widened hard wall: E1 = 0.1531 eV
3 nm, finite barrier: R = 8.711e-03
finite barrier: w at 1000 s = 2.556 nm
```
